# Orbital levels and valence-band top of a twofold selenium chain

Selenium has the valence configuration $4s^24p^4$. In a chain each atom has two bonded neighbours, four valence orbitals and six valence electrons. The problem is to find the order of the levels, the character of the highest filled one, and the conditions behind that order.

**Model and conventions.** The unit vector $\mathbf b_j$ points from atom $j$ to atom $j+1$. The bond angle $\theta\neq180^\circ$ and the dihedral angle $\phi$ are the same along the chain:

$$\mathbf b_{j-1}\cdot\mathbf b_j=-\cos\theta,\qquad \mathbf n_j=\frac{\mathbf b_{j-1}\times\mathbf b_j}{\sin\theta},\qquad \mathbf n_j\cdot\mathbf n_{j+1}=\cos\phi .$$

Thus $\mathbf n_j$ is normal to the plane of the two bonds of atom $j$, and $\phi=0$ is the planar cis form. The orbitals are orthonormal, with $\varepsilon_p=0$ and $\varepsilon_s=-\Delta$. Only bonded neighbours couple. For p orbitals along unit vectors $\mathbf u$ on atom $j$ and $\mathbf w$ on atom $j+1$, with $\mathbf b=\mathbf b_j$,

$$\langle s_j|H|s_{j+1}\rangle=V_{ss},\quad \langle s_j|H|p_{\mathbf w}\rangle=V_{sp}\,\mathbf w\cdot\mathbf b,\quad \langle p_{\mathbf u}|H|s_{j+1}\rangle=-V_{sp}\,\mathbf u\cdot\mathbf b,$$

$$\langle p_{\mathbf u}|H|p_{\mathbf w}\rangle=V_\sigma(\mathbf u\cdot\mathbf b)(\mathbf w\cdot\mathbf b)+V_\pi[\mathbf u\cdot\mathbf w-(\mathbf u\cdot\mathbf b)(\mathbf w\cdot\mathbf b)].$$

Here $V_{ss}<0$, $V_{sp}>0$, $V_\sigma>0$, $V_\pi<0$ and $\Delta>2|V_{ss}|$. The sign of $V_\sigma$ follows from the lobes: two p orbitals pointing the same way along a bond face each other with opposite signs, so this combination is antibonding.

A screw operation carries each atom into the next. In axes that turn with the chain, amplitudes therefore gain a factor $e^{ik}$ per atom. Each $k$ has four levels, and six electrons of two spins fill three levels per atom.

## (a) The orbital normal to the bonds

**Question.** Which couplings does the p orbital along $\mathbf n_j$ have, and what is its energy when $V_\pi=0$?

**Solution.** Since $\mathbf n_j$ is perpendicular to both bonds of its atom, every factor $\mathbf n_j\cdot\mathbf b$ in its couplings vanishes. This removes its coupling to the neighbouring s orbitals and its $V_\sigma$ coupling. What remains is

$$\langle n_j|H|p_{\mathbf w}\rangle=V_\pi\,\mathbf n_j\cdot\mathbf w .$$

On its own atom it is orthogonal to s and to the other p orbitals, and the on-site energy does not mix them. For $V_\pi=0$, therefore, $H|n_j\rangle=\varepsilon_p|n_j\rangle=0$. The orbital is nonbonding: it keeps the atomic p energy, whatever $\theta$ and $\phi$ are. When filled, it is a lone pair. Its place in the filling order depends on the other three levels.

## (b) The in-plane p orbitals without s

**Question.** Set $V_\pi=V_{sp}=0$. How many in-plane p levels lie below $\varepsilon_p$?

**Solution.** Let $\mathbf c_j$ be the in-plane p amplitude on atom $j$. Use its projections on the two bonds,

$$r_j=\mathbf b_j\cdot\mathbf c_j,\qquad l_j=\mathbf b_{j-1}\cdot\mathbf c_j .$$

The two bonds are not parallel, so $(r_j,l_j)$ determines $\mathbf c_j$ and the change of variables is invertible. The energy expectation value, before normalization, is

$$F=V_\sigma\sum_j(r_j^*l_{j+1}+l_{j+1}^*r_j).$$

For each bond define

$$\beta_j=\frac{r_j-l_{j+1}}{\sqrt2},\qquad \alpha_j=\frac{r_j+l_{j+1}}{\sqrt2}.$$

In $|\alpha_j|^2-|\beta_j|^2$ the squares cancel and the cross terms add, leaving $r_j^*l_{j+1}+l_{j+1}^*r_j$. Hence

$$F=V_\sigma\sum_j(|\alpha_j|^2-|\beta_j|^2).$$

Sylvester's law of inertia says that an invertible change of variables preserves the numbers of positive and negative eigenvalues, though not their values. There is thus one bonding level below $\varepsilon_p$ and one antibonding level above it per bond, and one bond per atom. At $\theta=90^\circ$ the projections are themselves orthonormal amplitudes, so the energies are $\mp V_\sigma$.

## (c) The effect of the s orbitals

**Question.** Restore $V_{sp}$, keeping $V_\pi=0$. Under what condition is the lone pair the highest filled level?

**Solution.** The s orbitals lie below the p orbitals. Where they also lie below the bonding level, they can push it upwards, so the order found in (b) has to be examined again. At a given $k$, the s band contributes $-\Delta_k|s|^2$, with

$$\Delta_k=\Delta-2V_{ss}\cos k=\Delta+2|V_{ss}|\cos k>0 .$$

The s orbital on atom $j$ couples to $V_{sp}(l_{j+1}-r_{j-1})$; the minus sign comes from the reversed direction of the second bond. Insert $l_{j+1}=(\alpha_j-\beta_j)/\sqrt2$ and $r_{j-1}=e^{-ik}(\alpha_j+\beta_j)/\sqrt2$. The coupling becomes $G=g_\alpha\alpha+g_\beta\beta$, where

$$g_\alpha=\frac{V_{sp}}{\sqrt2}(1-e^{-ik}),\qquad g_\beta=-\frac{V_{sp}}{\sqrt2}(1+e^{-ik}),$$

$$|g_\alpha|^2=V_{sp}^2(1-\cos k),\qquad |g_\beta|^2=V_{sp}^2(1+\cos k).$$

Completing the square in $s$ gives

$$F=-\Delta_k\left|s-\frac{G}{\Delta_k}\right|^2+\frac{|G|^2}{\Delta_k}+V_\sigma(|\alpha|^2-|\beta|^2).$$

The first term supplies one negative eigenvalue. The others have the signs of the eigenvalues of

$$M=\begin{pmatrix}-V_\sigma+|g_\beta|^2/\Delta_k&g_\beta^*g_\alpha/\Delta_k\\ g_\alpha^*g_\beta/\Delta_k&V_\sigma+|g_\alpha|^2/\Delta_k\end{pmatrix}.$$

In its determinant the terms $|g_\alpha|^2|g_\beta|^2/\Delta_k^2$ cancel:

$$\det M=-V_\sigma^2+\frac{V_\sigma(|g_\beta|^2-|g_\alpha|^2)}{\Delta_k}
=-V_\sigma^2\left[1-\frac{2V_{sp}^2\cos k}{V_\sigma\Delta_k}\right].$$

A negative determinant means one level on each side of $\varepsilon_p$. This requires

$$V_\sigma(\Delta+2|V_{ss}|\cos k)>2V_{sp}^2\cos k .$$

Both sides are linear in $\cos k$, so it suffices to examine $\cos k=\pm1$. At $-1$ the left side is positive and the right side is not. At $+1$ the condition is

$$\boxed{V_\sigma(\Delta+2|V_{ss}|)>2V_{sp}^2}.$$

When it holds, s and $\sigma$ lie below the lone pair and $\sigma^*$ lies above it at every $k$. Six electrons fill s, $\sigma$ and the lone pair, with the lone pair highest. The criterion does not fix the order of s and $\sigma$: when $V_\sigma$ is large enough compared with $\Delta$, $\sigma$ can lie below s. Four electrons would leave the lone pair empty, so twofold coordination alone does not settle the matter.

When the inequality is reversed, $M$ has a positive determinant near $k=0$. Its lower diagonal element is positive, so both eigenvalues are positive. Too few levels then lie at or below $\varepsilon_p$ to hold all the electrons, and filled states appear above the lone pair. The criterion contains neither angle, although the energies of the $\sigma$ and $\sigma^*$ bands depend on the bond angle.

This result was tested on 297 random chains with $\theta$ from $70^\circ$ to $150^\circ$, $\phi$ from $0^\circ$ to $180^\circ$ and varied couplings. The order of the diagonalized levels agreed with the criterion in all of them: 191 chains satisfied it and 106 did not. Three further draws, within 1% of the threshold, were left out.

## (d) Coupling sideways to the bonds

**Question.** Assume the criterion of (c) and restore $V_\pi$. How far can the third level move, and what controls its lone-pair character?

**Solution.** Neighbouring lone pairs couple by $V_\pi\mathbf n_j\cdot\mathbf n_{j+1}=V_\pi\cos\phi$. The two neighbours together give the diagonal term

$$H_{nn}(k)=2V_\pi\cos\phi\cos k .$$

The whole $V_\pi$ part of the Hamiltonian has the form $V_\pi(Pe^{ik}+P^\dagger e^{-ik})$. The matrix $P$ projects a p amplitude perpendicular to the bond and re-expresses it in the next atom's axes. It cannot lengthen a vector, so the norm of this part is at most $2|V_\pi|$. Weyl's inequality for ordered eigenvalues then gives

$$|E_3(k)|\le2|V_\pi|,$$

because $E_3=0$ before $V_\pi$ is added. This is a limit on the movement, not an estimate of the band edge.

The lone pair also mixes with in-plane orbitals. Both $\mathbf n_j$ and $\mathbf n_{j+1}$ are perpendicular to $\mathbf b_j$, and the component of $\mathbf n_j$ perpendicular to $\mathbf n_{j+1}$ has length $|\sin\phi|$. Two neighbours give a coupling vector $\mathbf h$ of length at most $2|V_\pi\sin\phi|$.

Let an eigenvector have lone-pair amplitude $a$ and remaining part $\mathbf q$, and let $H_Q$ be the Hamiltonian without the lone pair. Then

$$(H_Q-E_3)\mathbf q=-\mathbf h a .$$

If $g>0$ is the distance from $E_3$ to the nearest eigenvalue of $H_Q$, then $\|\mathbf q\|\le\|\mathbf h\||a|/g$. The lone-pair weight is therefore

$$w=\frac{|a|^2}{|a|^2+\|\mathbf q\|^2}\ge\frac{1}{1+(2V_\pi\sin\phi/g)^2}.$$

A wide separation from $\sigma$ and $\sigma^*$ protects the character. As $g\to0$ the guarantee disappears, and the name "lone-pair band" must be justified by the actual eigenvectors.

## (e) A solvable limit: right angles

**Question.** For $\theta=\phi=90^\circ$, p orbitals alone and $|V_\pi|<V_\sigma$, find the valence-band top, the gap and the lone-pair weight at the top.

**Solution.** Successive bonds can be taken along $x,y,z,x,\ldots$, so that $\mathbf n_j=\mathbf b_{j+1}$. Each p orbital on atom $j$ now couples to one parallel orbital on atom $j+1$. In the basis $(r,l,n)$ the independent elements are

$$H_{rl}=V_\sigma e^{ik},\qquad H_{ln}=V_\pi e^{ik},\qquad H_{nr}=V_\pi e^{ik}.$$

The diagonal is zero. The determinant contains the squared couplings and the product around the three-orbital cycle:

$$E^3-(V_\sigma^2+2V_\pi^2)E-2V_\sigma V_\pi^2\cos3k=0 .$$

Write this as $f(E)=2V_\sigma V_\pi^2\cos3k$. The middle root lies where $f$ decreases, so it is highest at $\cos3k=-1$. The upper root lies where $f$ increases, so it is lowest at the same $k$. There the cubic factorizes:

$$(E-V_\sigma)(E^2+V_\sigma E-2V_\pi^2)=0 .$$

The valence top and the gap are

$$E_t=\frac{\sqrt{V_\sigma^2+8V_\pi^2}-V_\sigma}{2},\qquad E_g=V_\sigma-E_t .$$

For small $|V_\pi|/V_\sigma$, $E_t\simeq2V_\pi^2/V_\sigma$. The direct lone-pair coupling is zero here, so this dispersion comes from mixing with the bonds. The gap closes at $|V_\pi|=V_\sigma$.

To find the weight, shift the lone-pair energy by $\delta$. By the Hellmann–Feynman theorem $w=dE/d\delta$. The shifted equation is

$$(E-\delta)(E^2-V_\sigma^2)-2V_\pi^2E-2V_\sigma V_\pi^2\cos3k=0 .$$

Differentiation at $\delta=0$ gives $w(3E^2-V_\sigma^2-2V_\pi^2)=E^2-V_\sigma^2$, so at the top

$$w_t=\frac{V_\sigma^2-E_t^2}{V_\sigma^2+2V_\pi^2-3E_t^2}.$$

## (f) A selenium-like helix

**Question.** Take $\theta=103^\circ$, three atoms per turn, and the round parameters $\Delta=10$, $V_{ss}=-1.2$, $V_{sp}=2.0$, $V_\sigma=3.2$ and $V_\pi=-0.8$ eV. Find the levels and judge what the model omits.

**Solution.** The threefold screw permutes three successive bond directions, so $\mathbf b_{j-1}\cdot\mathbf b_{j+1}=-\cos\theta$ as well. The identity for a product of two cross products gives

$$\cos\phi=\frac{\cos^2\theta+\cos\theta}{\sin^2\theta}=\frac{\cos\theta}{1-\cos\theta}=-0.184,\qquad \phi=100.6^\circ .$$

The ordering criterion requires $V_\sigma>2(2.0)^2/(10+2.4)=0.645$ eV. The chosen 3.2 eV satisfies it by a wide margin. Diagonalization gives these ranges in eV:

| Band | $V_\pi=0$ | $V_\pi=-0.8$ eV |
|---|---:|---:|
| s | −12.99 to −8.18 | −12.98 to −8.19 |
| $\sigma$ | −3.92 to −1.89 | −4.06 to −1.72 |
| lone pair | 0 | −0.51 to 0.63 |
| $\sigma^*$ | 3.06 to 3.92 | 2.89 to 4.06 |

The gap is $2.891-0.625=2.27$ eV, or 0.0833 hartree. The lone-pair weight is 0.86 at the valence top and 0.89 on average over the third band. The top lies well inside the 1.6 eV limit of (d). Direct lone-pair coupling alone would give a top at 0.29 eV, at $k=0$. The actual top lies at $|k|\simeq0.30\pi$, where the direct term is 0.17 eV and mixing with the bonds adds 0.45 eV. With the same $V_\sigma$ and $V_\pi$, the right-angle formulas of (e) give $E_t=(\sqrt{15.36}-3.2)/2=0.36$ eV, a gap of 2.84 eV and $w_t=0.91$.

**Twist.** With $\theta$ and all couplings fixed, a uniform dihedral angle of $80^\circ$ gives a gap of 2.73 eV, and one of $150^\circ$ gives 0.99 eV. The lone-pair weight at the top is 0.95 or more in both cases. Between them it is lower: in steps of $10^\circ$ from $10^\circ$ to $180^\circ$ its smallest value is 0.84, at $90^\circ$. Twist thus moves the band edge without removing its character in these chains. That local twists in a glass similarly produce states near the valence edge is a conjecture here, since no disordered chain was calculated.

**An independent calculation.** Restricted Hartree–Fock was applied to H–Se$_6$–H with the same helix, Se–Se length 0.234 nm and H–Se length 0.147 nm. It used the LANL2DZ core potential and basis on Se and 6-31G on H. The 38 valence electrons form 19 pairs, for which the bonding picture predicts six s, seven $\sigma$ and six lone-pair levels.

The top six filled levels lie from −11.22 to −9.49 eV, with a mean lone-pair weight of 0.74 by Löwdin analysis. The next seven have a mean of 0.20. The highest filled orbital has 0.70 and the lowest empty one 0.02. The test that lone pairs hold the majority in the upper group and the minority in the lower one therefore passes. The separation is not sharp: the next filled level is only 0.60 eV below the upper group. This calculation includes orbital overlap but omits correlation, polarization functions and the surrounding solid, and its orbital energies do not give an optical gap. The numbers are not converged in the basis. Adding a d shell on Se and p functions on H raises the top six levels by about 0.45 eV and widens the separation to 0.87 eV. It also changes the two mean weights to 0.77 and 0.16 and the weight of the highest filled orbital to 0.79.

**The real material.** The geometry is roughly that of trigonal selenium, and the couplings are round values of a plausible size. Selenium's measured gap is roughly 2 eV, but the similar gap of the single chain does not validate the parameters. In the solid, atoms also couple beyond their bonds, both to neighbouring chains and to second neighbours in their own chain.

To size these effects together, chains were packed 0.437 nm apart. Couplings out to 0.40 nm were included, among them those to second neighbours in the same chain, 0.366 nm away, with an assumed decay $e^{-(r-d)/(0.08\,\mathrm{nm})}$, where $d$ is the bond length. The valence top rose by 1.09 eV, and the gap fell to 0.80 eV on the sampled $k$ grid, well below the real value. This figure is set by the assumptions. Decay lengths of 0.10, 0.06 and 0.04 nm give gaps of 0.12, 1.50 and 2.00 eV, and extending the cutoff to 0.45 nm at 0.08 nm gives 1.12 eV. The model therefore cannot predict the gap of the solid unless these couplings are fixed independently. The character survives better: the lone-pair weight is 0.71 at the top and 0.80 averaged over the three highest filled bands, and the weight at the top stays between 0.70 and 0.99 in the other settings.

A smaller correction comes from spin–orbit coupling, which raises the single-chain top by 0.06 eV for a rough constant of 0.2 eV. For comparison, the thermal energy $k_BT$ is 0.026 eV at 300 K. Alloy atoms with other coordination numbers lie outside the derivation. The remaining values are in the numerical output.

## Table of computed values

```
bond length (rough input): 0.234 nm
bond angle (rough input): 103.0 deg
dihedral for three atoms per turn: 100.58 deg
Delta, V_ss, V_sp, V_sig, V_pi: [10.0, -1.2, 2.0, 3.2, -0.8] eV
random chains, criterion true / false: 191 / 106
V_sig needed for LP on top (V_pi=0): 0.645 eV
right-angle p-only sigma, LP, sigma* (V_pi=0): -3.20, 0, 3.20 eV
right-angle p-only valence top: 0.3596 eV
right-angle p-only gap: 2.8404 eV
right-angle p-only LP weight at top: 0.9082
s band, V_pi=0: -12.990 to -8.182 eV; full: -12.981 to -8.191 eV
sigma band, V_pi=0: -3.920 to -1.890 eV; full: -4.060 to -1.720 eV
LP band, V_pi=0: -0.000 to 0.000 eV; full: -0.506 to 0.625 eV
sigma* band, V_pi=0: 3.062 to 3.920 eV; full: 2.891 to 4.060 eV
Weyl limit 2|V_pi|: 1.600 eV
direct LP-LP amplitude 2|V_pi cos phi|: 0.294 eV
chain gap: 2.266 eV = 0.0833 hartree
LP weight at valence top: 0.859; mean over third band: 0.891
uniform phi=60 deg: top 0.944 eV, gap 2.337 eV, top LP weight 0.973
uniform phi=80 deg: top 0.491 eV, gap 2.732 eV, top LP weight 0.955
uniform phi=120 deg: top 0.849 eV, gap 1.749 eV, top LP weight 0.897
uniform phi=150 deg: top 1.272 eV, gap 0.988 eV, top LP weight 0.951
packed crystal: chain spacing 0.437 nm, decay length 0.08 nm
shortest interchain distance: 0.3441 nm
interchain coupling / bond coupling: 0.252
packed crystal valence top: 1.714 eV (shift +1.089 eV)
packed crystal band separation on 12x12x12 grid: 0.800 eV
packed crystal LP weight at top: 0.709; mean of top 3 filled: 0.801
spin-orbit constant (rough input): 0.20 eV
spin-orbit shift of valence top: +0.0620 eV; of gap: -0.0650 eV
thermal energy at 300 K: 0.0259 eV
HF H-Se6-H, H-Se length (rough input): 0.147 nm
HF HOMO: -9.486 eV; LUMO: 0.116 eV
HF top six filled: -11.220 to -9.486 eV
HF next filled level below them: -11.823 eV
HF LP weight, HOMO: 0.697; LUMO: 0.024
HF mean LP weight, top six: 0.738; next seven: 0.201
```
